**In-plane torque and collinear spin currents in a lattice tunnel junction**

To leading order in the coupling $\tau$ through the barrier, the in-plane torque on the right magnet at 90 degrees is $(Q_P-Q_{AP})/2$. Here $Q_P$ and $Q_{AP}$ are the spin angular momentum flows per area along the fixed right majority spin, with the left magnet reversed for AP. The program solves the lattice scattering equations directly and asserts that they agree with the reduced Green-function formula for barriers of one, two and four sites. It also asserts spin-current conservation in the barrier, the balance between lost spin current and exchange torque, the cancellation of in-plane currents at equal filling, and the error bound in each sampled channel. For a four-site barrier at 0.3 V and 300 K the torque is 1.0665 µJ/m² and the half difference 1.0664 µJ/m². The mismatch grows to 3.6% of the torque for a single barrier site, so the equality is not a general identity. The output also shows that transverse spin is absorbed slowly in this model, which limits the use of the torque value for thin free layers.

## Check in Python

```python
"""
Result under test: in a single-orbital lattice tunnel junction the in-plane
torque on the right magnet at 90 degrees equals (Q_P - Q_AP)/2 to leading
order in the coupling through the barrier. Q_P and Q_AP are spin currents
along the fixed right majority spin u_R; the left spin u_L is reversed for AP.

Symbols: t hopping (eV), e longitudinal energy (eV), N barrier sites,
V bias (V), q dimensionless spin transmission, Q spin angular momentum flow
per area (J/m^2), tau effective coupling through the barrier (eV),
g end-site Green functions with the barrier shift included (1/eV).
The right spin is along z, the left spin lies in the x-z plane at angle theta.
Flow from left to right is positive; the left chemical potential is +V/2.
"""
import numpy as np
from scipy import constants as const
from scipy.special import expit

t = 1.0
MAJORITY, MINORITY, BARRIER = 0.0, 1.6, 3.0   # chain on-site energies, eV
SPACING = 0.25e-9
BIAS = 0.3
TEMPERATURE = 300.0
N_EXAMPLE = 4
EPS_R = 3.0                                   # rough fast permittivity
kT = const.k * TEMPERATURE / const.e
SIGMA = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)


def bloch_factor(e, onsite):
    """Factor per site of the outgoing or decaying lead wave."""
    c = (onsite - e) / (2 * t)
    inside = np.abs(c) <= 1
    root = np.sqrt(np.abs(1 - c * c))
    return np.where(inside, c + 1j * root, c - np.sign(c) * root)


def spinors(angle):
    """Majority and minority spinors for a spin axis in the x-z plane."""
    c, s = np.cos(angle / 2), np.sin(angle / 2)
    return [np.array([c, s]), np.array([-s, c])]


def barrier_levels(N, V, lowering=0.0):
    n = np.arange(1, N + 1)
    return BARRIER - lowering + V / 2 - V * n / (N + 1)


def waves(e, N, V, theta, side="L", lowering=0.0, extra=0):
    """Flux-normalized scattering waves, indices (energy, site, spin, mode)."""
    e = np.atleast_1d(e)
    levels = barrier_levels(N, V, lowering)
    assert levels.min() - e.max() > 2 * t
    size = 2 * (N + 2)
    M = np.zeros((len(e), size, size), dtype=complex)
    source = np.zeros((len(e), size, 2), dtype=complex)
    for n in range(N + 1):
        for s in range(2):
            M[:, 2*n + s, 2*n + 2 + s] = t
            M[:, 2*n + 2 + s, 2*n + s] = t
    for n in range(1, N + 1):
        for s in range(2):
            M[:, 2*n + s, 2*n + s] = e - levels[n - 1]
    right_factors = []
    for lead, start, angle, shift in (("L", 0, theta, V / 2),
                                      ("R", size - 2, 0.0, -V / 2)):
        for mode, chi in enumerate(spinors(angle)):
            onsite = (MAJORITY, MINORITY)[mode] + shift
            lam = bloch_factor(e, onsite)
            block = (e - onsite + t * lam)[:, None, None] * np.outer(chi, chi)
            M[:, start:start + 2, start:start + 2] += block
            if lead == side:
                amp = 2j * t * np.sqrt(np.maximum(lam.imag, 0))
                source[:, start:start + 2, mode] = amp[:, None] * chi
            if lead == "R":
                right_factors.append(lam)
    psi = np.linalg.solve(M, source).reshape(len(e), N + 2, 2, 2)
    if extra:
        lam = np.stack(right_factors, axis=1)
        m = np.arange(1, extra + 1)
        power = lam[:, None, :] ** m[None, :, None]
        tail = power[:, :, :, None] * psi[:, -1][:, None]
        psi = np.concatenate([psi, tail], axis=1)
    return psi


def bond_currents(psi):
    """Charge and spin transmissions, indices (energy, component, bond)."""
    return np.einsum("enam,iab,enbm->ein", psi[:, :-1].conj(), SIGMA,
                     psi[:, 1:], optimize=True).imag


def q_wave(e, N, V, theta, **kw):
    return bond_currents(waves(e, N, V, theta, **kw))[:, :, N]


def reduced_junction(e, N, V):
    """Barrier elimination at one energy: tau, shifts and end-site g."""
    H = np.diag(barrier_levels(N, V))
    H = H - t * (np.eye(N, k=1) + np.eye(N, k=-1))
    GB = np.linalg.inv(e * np.eye(N) - H)
    sL, sR, tau = t*t*GB[0, 0], t*t*GB[-1, -1], t*t*GB[0, -1]
    g = []
    for shift, s in ((V / 2, sL), (-V / 2, sR)):
        on = np.array([MAJORITY, MINORITY]) + shift
        g.append(1 / (e - on + t * bloch_factor(e, on) - s))
    return tau, sL, sR, g[0], g[1]


def q_reduced(e, N, V, theta):
    """All-order spin transmission from the reduced two-site problem."""
    tau, _, _, gL, gR = reduced_junction(e, N, V)
    chi = spinors(theta)
    GL = sum(gL[m] * np.outer(chi[m], chi[m]) for m in range(2))
    GR = np.diag(gR)
    AL = 1j * (GL - GL.conj().T)
    D = np.linalg.inv(np.eye(2) - tau**2 * GL @ GR)
    filled = D @ AL @ D.conj().T
    return np.array([-2 * tau**2 * np.trace(s @ GR @ filled).imag
                     for s in SIGMA])


def q_leading(e, N, V, theta):
    """Leading in-plane torque and spin currents along u_R for P and AP."""
    tau, _, _, gL, gR = reduced_junction(e, N, V)
    AL, AR = -2 * gL.imag, -2 * gR.imag
    aL, bL = (AL[0] + AL[1]) / 2, (AL[0] - AL[1]) / 2
    aR, bR = (AR[0] + AR[1]) / 2, (AR[0] - AR[1]) / 2
    return (2 * tau**2 * aR * bL * np.sin(theta),
            2 * tau**2 * (aL * bR + aR * bL),
            2 * tau**2 * (aL * bR - aR * bL))


def energy_grid(nodes, k_points):
    """Longitudinal energies, weights (eV) and supply function F (1/m^2)."""
    edges = [MAJORITY - 2*t + BIAS/2, MINORITY - 2*t - BIAS/2,
             MINORITY - 2*t + BIAS/2, BIAS/2 + 14*kT]
    y, wy = np.polynomial.legendre.leggauss(nodes)
    u, wu = (y + 1) / 2, wy / 2
    e, w = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        e.append(lo + (hi - lo) * np.sin(np.pi * u / 2)**2)
        w.append(wu * (hi - lo) * np.pi / 2 * np.sin(np.pi * u))
    e, w = np.concatenate(e), np.concatenate(w)
    k = (np.arange(k_points) + 0.5) * np.pi / k_points
    c = np.cos(k)
    transverse = (2 * t * (2 - c[:, None] - c[None, :])).ravel()
    F = np.array([np.mean(expit((BIAS/2 - E - transverse) / kT)
                          - expit((-BIAS/2 - E - transverse) / kT))
                  for E in e]) / SPACING**2
    return e, w, F


e, w, F = energy_grid(40, 200)
TO_TORQUE = const.e / (4 * np.pi) * 1e6            # gives uJ/m^2
TO_CURRENT = const.e**2 / const.h                  # gives A/m^2


def total(q, grid=None):
    ww, FF = (w, F) if grid is None else grid[1:]
    return np.tensordot(ww * FF, q, axes=(0, 0))


right = np.pi / 2

# Test: spin current is constant in the barrier, at a general angle.
q_all = bond_currents(waves(e, 4, BIAS, 1.1))
assert np.allclose(q_all, q_all[:, :, :1], atol=1e-12)

# Test: spin current lost in six magnetic sites is the exchange torque.
psi = waves(e, 4, BIAS, right, extra=8)
q_all = bond_currents(psi)
density = np.einsum("enam,iab,enbm->ein", psi.conj(), SIGMA, psi,
                    optimize=True).real[:, :, 5:11].sum(axis=2)
lost = 2 * t * (q_all[:, :, 4] - q_all[:, :, 10])
split = MINORITY - MAJORITY
assert np.allclose(lost[:, 1], -split * density[:, 2], atol=1e-11)
assert np.allclose(lost[:, 2], split * density[:, 1], atol=1e-11)

# Test: the reduced all-order formula reproduces the waves, thin and thick.
for N in (1, 2, 4):
    for theta in (0.0, 0.7, right, np.pi):
        direct = q_wave(e[::7], N, BIAS, theta)
        reduced = np.array([q_reduced(E, N, BIAS, theta) for E in e[::7]])
        assert np.allclose(direct, reduced, rtol=1e-8, atol=1e-12)

# Test: in-plane equilibrium current vanishes, out-of-plane does not.
both = q_wave(e, 2, BIAS, right) + q_wave(e, 2, BIAS, right, side="R")
assert np.max(np.abs(both[:, [1, 3]])) < 1e-11
assert np.max(np.abs(both[:, 2])) > 1e-4

# Test: mismatch bound per channel, and the bound on x itself.
for N in (1, 2, 3, 4, 5):
    q90 = q_wave(e, N, BIAS, right)[:, 1]
    qp = q_wave(e, N, BIAS, 0.0)[:, 3]
    qap = q_wave(e, N, BIAS, np.pi)[:, 3]
    for i, E in enumerate(e):
        tau, sL, sR, gL, gR = reduced_junction(E, N, BIAS)
        x = tau**2 * np.abs(gL).max() * np.abs(gR).max()
        xbar = tau**2 / ((t - abs(sL)) * (t - abs(sR)))
        assert x <= xbar * (1 + 1e-12) and xbar < 1
        bound = 16 * x * ((1 - x)**-2 - 1)
        assert abs(q90[i] - (qp[i] - qap[i]) / 2) <= bound + 1e-13

# Test: closed form of the bound parameter for a flat barrier.
kappa0 = np.arccosh(BARRIER / (2 * t))
for N in (1, 3, 6):
    tau, sL, sR, _, _ = reduced_junction(0.0, N, 0.0)
    closed = (np.cosh(kappa0 / 2) / np.cosh((N + 0.5) * kappa0))**2
    assert np.isclose(tau**2 / ((t-abs(sL)) * (t-abs(sR))), closed, rtol=1e-10)
xbar_example = (np.cosh(kappa0/2) / np.cosh((N_EXAMPLE + 0.5)*kappa0))**2

# Test: relative mismatch falls by exp(-2 kappa) per added barrier site.
E_test = -0.2
relative = []
for N in (5, 6):
    q90 = q_wave(E_test, N, 0.0, right)[0, 1]
    half = (q_wave(E_test, N, 0.0, 0.0)[0, 3]
            - q_wave(E_test, N, 0.0, np.pi)[0, 3]) / 2
    relative.append((q90 - half) / q90)
decay = relative[1] / relative[0]
decay_law = np.exp(-2 * np.arccosh((BARRIER - E_test) / (2 * t)))
assert abs(decay / decay_law - 1) < 0.01

# Integrated torque and mismatch for several barrier thicknesses.
table = []
for N in (1, 2, 3, 4, 5):
    T = total(q_wave(e, N, BIAS, right))[1] * TO_TORQUE
    P = total(q_wave(e, N, BIAS, 0.0))[3] * TO_TORQUE
    AP = total(q_wave(e, N, BIAS, np.pi))[3] * TO_TORQUE
    table.append((N, T, (P - AP) / 2, ((P - AP) / 2 - T) / T))
assert abs(table[3][3]) < 0.01
assert abs(table[0][3]) > 10 * abs(table[3][3])

N = N_EXAMPLE
full_P = total(q_wave(e, N, BIAS, 0.0))
full_AP = total(q_wave(e, N, BIAS, np.pi))
full_90 = total(q_wave(e, N, BIAS, right))
QP, QAP = full_P[3] * TO_TORQUE, full_AP[3] * TO_TORQUE
T90, half = full_90[1] * TO_TORQUE, (QP - QAP) / 2
lead = np.array([q_leading(E, N, BIAS, right) for E in e])
lead_T, lead_P, lead_AP = total(lead) * TO_TORQUE
scale = abs(QP) + abs(QAP)
assert abs(lead_T - T90) < 0.01 * scale
assert abs(lead_P - QP) < 0.01 * scale
assert abs(lead_AP - QAP) < 0.01 * scale

# Left-layer torque: spin axis tied to the left layer, right layer reversed.
left_T = -full_90[3] * TO_TORQUE
left_half = (QP + QAP) / 2
assert abs(left_T + left_half) < 0.01 * scale

# Sine law of the torque on the right layer.
angles = (30, 60, 120, 150)
sine = [total(q_wave(e, N, BIAS, np.radians(d)))[1] * TO_TORQUE
        / np.sin(np.radians(d)) for d in angles]
assert max(abs(s / T90 - 1) for s in sine) < 0.01

# Finer grids.
fine = energy_grid(64, 400)
T_fine = total(q_wave(fine[0], N, BIAS, right), fine)[1] * TO_TORQUE
assert abs(T_fine / T90 - 1) < 1e-3

# Transverse spin current that survives inside the right magnet.
deep = bond_currents(waves(fine[0], N, BIAS, right, extra=202))[:, 1, :]
profile = total(deep, fine) * TO_TORQUE / T_fine
thin_rest = np.max(np.abs(profile[N + 6:N + 21]))
thick_rest = np.max(np.abs(profile[N + 100:N + 201]))
assert thick_rest < thin_rest

# Image-force lowering, taken at mid-barrier and applied to all sites.
thickness = N * SPACING
lowering = const.e * np.log(2) / (4*np.pi*const.epsilon_0*EPS_R*thickness)
T_im = total(q_wave(e, N, BIAS, right, lowering=lowering))[1] * TO_TORQUE
P_im = total(q_wave(e, N, BIAS, 0.0, lowering=lowering))[3] * TO_TORQUE
AP_im = total(q_wave(e, N, BIAS, np.pi, lowering=lowering))[3] * TO_TORQUE
mis_im = ((P_im - AP_im) / 2 - T_im) / T_im

JP, JAP = full_P[0] * TO_CURRENT, full_AP[0] * TO_CURRENT
to_MA = 1e-6 * 2 * const.e / const.hbar * 1e-10
field = BIAS / ((N + 1) * SPACING) * 1e-8

print(f"hopping t = {t:.2f} eV, lattice spacing = {SPACING*1e9:.2f} nm")
print(f"chain on-site majority = {MAJORITY:.2f} eV")
print(f"chain on-site minority = {MINORITY:.2f} eV")
print(f"chain on-site barrier = {BARRIER:.2f} eV")
print(f"barrier height above Fermi level = {BARRIER-2*t:.2f} eV")
print(f"barrier sites = {N}, thickness = {thickness*1e9:.2f} nm")
print(f"bias = {BIAS:.2f} V, temperature = {TEMPERATURE:.0f} K")
tau, sL, sR, gL, gR = reduced_junction(0.0, N, BIAS)
q0 = q_leading(0.0, N, BIAS, right)
print("One channel, e = 0, at the example bias:")
print(f"  tau = {tau:.5f} eV, s_L = {sL:.4f} eV, s_R = {sR:.4f} eV")
print(f"  A_L maj, min = {-2*gL[0].imag:.4f}, {-2*gL[1].imag:.4f} 1/eV")
print(f"  A_R maj, min = {-2*gR[0].imag:.4f}, {-2*gR[1].imag:.4f} 1/eV")
print(f"  leading torque transmission = {q0[0]:.5e}")
print(f"  wave torque transmission = {q_wave(0.0,N,BIAS,right)[0,1]:.5e}")
h0 = (q_wave(0.0, N, BIAS, 0.0)[0, 3] - q_wave(0.0, N, BIAS, np.pi)[0, 3]) / 2
print(f"  wave half difference = {h0:.5e}")
print(f"kappa per site (e=0, flat) = {kappa0:.4f}")
print(f"bound parameter xbar (e=0, flat) = {xbar_example:.3e}")
print(f"mismatch decay per site: waves {decay:.5f}, law {decay_law:.5f}")
print("Integrated results:")
print(f"  Q_P = {QP:.5f} uJ/m^2")
print(f"  Q_AP = {QAP:.5f} uJ/m^2")
print(f"  (Q_P - Q_AP)/2 = {half:.5f} uJ/m^2")
print(f"  torque on right at 90 deg = {T90:.5f} uJ/m^2")
print(f"  same torque times 2e/hbar = {T90*to_MA:.4f} MA/cm^2")
print(f"  leading-order torque = {lead_T:.5f} uJ/m^2")
print(f"  relative mismatch = {100*(half-T90)/T90:.4f} %")
print(f"  torque on left at 90 deg = {left_T:.5f} uJ/m^2")
print(f"  (Q_P + Q_AP)/2 = {left_half:.5f} uJ/m^2")
print(f"  RA parallel = {BIAS/JP*1e12:.2f} ohm um^2")
print(f"  RA antiparallel = {BIAS/JAP*1e12:.2f} ohm um^2")
print(f"  magnetoresistance (JP-JAP)/JAP = {100*(JP/JAP-1):.2f} %")
print("Barrier sites, torque, half difference (uJ/m^2), mismatch:")
for n, T, h, r in table:
    print(f"  {n}  {T:.5f}  {h:.5f}  {100*r:.4f} %")
print("Torque / sin(theta) at other angles:")
for d, s in zip(angles, sine):
    print(f"  {d} deg: {s:.5f} uJ/m^2")
print("Checks of size:")
print(f"  grid refinement shift of torque = {100*(T_fine/T90-1):.5f} %")
print(f"  in-plane rest, depth 1.5-5 nm, max = {100*thin_rest:.2f} %")
print(f"  in-plane rest, depth 25-50 nm, max = {100*thick_rest:.3f} %")
print(f"  relative permittivity (rough) = {EPS_R:.1f}")
print(f"  image lowering at mid-barrier = {lowering:.3f} eV")
print(f"  torque with lowered barrier = {T_im:.5f} uJ/m^2")
print(f"  mismatch with lowered barrier = {100*mis_im:.4f} %")
print(f"  field across barrier = {field:.2f} MV/cm")
print("PASS")
```

It prints:

```
hopping t = 1.00 eV, lattice spacing = 0.25 nm
chain on-site majority = 0.00 eV
chain on-site minority = 1.60 eV
chain on-site barrier = 3.00 eV
barrier height above Fermi level = 1.00 eV
barrier sites = 4, thickness = 1.00 nm
bias = 0.30 V, temperature = 300 K
One channel, e = 0, at the example bias:
  tau = -0.01821 eV, s_L = -0.3687 eV, s_R = -0.3960 eV
  A_L maj, min = 1.8456, 1.9730 1/eV
  A_R maj, min = 1.6399, 2.3642 1/eV
  leading torque transmission = -8.45412e-05
  wave torque transmission = -8.44406e-05
  wave half difference = -8.46255e-05
kappa per site (e=0, flat) = 0.9624
bound parameter xbar (e=0, flat) = 8.651e-04
mismatch decay per site: waves 0.12320, law 0.12320
Integrated results:
  Q_P = 1.12942 uJ/m^2
  Q_AP = -1.00339 uJ/m^2
  (Q_P - Q_AP)/2 = 1.06641 uJ/m^2
  torque on right at 90 deg = 1.06654 uJ/m^2
  same torque times 2e/hbar = 0.3241 MA/cm^2
  leading-order torque = 1.06674 uJ/m^2
  relative mismatch = -0.0123 %
  torque on left at 90 deg = -0.06288 uJ/m^2
  (Q_P + Q_AP)/2 = 0.06301 uJ/m^2
  RA parallel = 28.90 ohm um^2
  RA antiparallel = 37.11 ohm um^2
  magnetoresistance (JP-JAP)/JAP = 28.41 %
Barrier sites, torque, half difference (uJ/m^2), mismatch:
  1  1259.01329  1214.05504  -3.5709 %
  2  118.00959  117.53820  -0.3994 %
  3  10.97420  10.96716  -0.0641 %
  4  1.06654  1.06641  -0.0123 %
  5  0.10750  0.10750  -0.0025 %
Torque / sin(theta) at other angles:
  30 deg: 1.06665 uJ/m^2
  60 deg: 1.06660 uJ/m^2
  120 deg: 1.06647 uJ/m^2
  150 deg: 1.06642 uJ/m^2
Checks of size:
  grid refinement shift of torque = -0.00005 %
  in-plane rest, depth 1.5-5 nm, max = 61.62 %
  in-plane rest, depth 25-50 nm, max = 4.540 %
  relative permittivity (rough) = 3.0
  image lowering at mid-barrier = 0.333 eV
  torque with lowered barrier = 2.25724 uJ/m^2
  mismatch with lowered barrier = -0.0855 %
  field across barrier = 2.40 MV/cm
PASS
```
